# Adjoint-preserving discretisation of the coupled acceptor radial equations

A hole bound to a shallow acceptor comes from a degenerate valence band. Its Coulomb ground state therefore mixes an $L=0$ envelope with an $L=2$ envelope, through second-derivative operators that look different in the two directions. In the continuum these operators are adjoints. If each is replaced by central differences, the matrix is not Hermitian in the radial inner product, so eigenstates lose orthogonality and time evolution need not conserve probability. The scheme below keeps the adjoint relation on the grid.

## Radial equations

Take spin $J=3/2$, infinite spin-orbit splitting, a spherical band average and a static point-charge potential. Hole energy is positive away from the band edge. The units are $\mathrm{Ry}^*=\mathrm{Ry}/(\gamma_1\epsilon^2)$ and $a^*=a_0\epsilon\gamma_1$, and

$$H=k^2-\mu Q-\frac2r,\qquad Q=(\mathbf k\cdot\mathbf J)^2-\tfrac54k^2,\qquad \mu=\frac{6\gamma_3+4\gamma_2}{5\gamma_1}.$$

For spin projection $\pm3/2$ along $\mathbf k$, $Q=k^2$; for $\pm1/2$, $Q=-k^2$. The heavy and light branches are $(1-\mu)k^2$ and $(1+\mu)k^2$, and $Q^2=k^4$.

Let $\chi$ be a constant spinor, $\mathbf n=\mathbf r/r$ and $Y=(\mathbf n\cdot\mathbf J)^2-5/4$. Since $J^2/3=5/4$, $Y$ is a traceless quadratic form in $\mathbf n$, hence pure $L=2$. Its eigenvalues are $\pm1$, so $Y^2=1$ and $Y\chi$ has the norm of $\chi$. For total angular momentum $F=3/2$ and even parity, $L$ can be 0 or 2, once each, so

$$\psi=f(r)\chi+g(r)Y\chi .$$

With $\mathbf k=-i\nabla$ and $\partial_i\partial_jf=\delta_{ij}f'/r+n_in_j(f''-f'/r)$,

$$Qf\chi=-\left[\tfrac{15}{4}\tfrac{f'}r+(Y+\tfrac54)\left(f''-\tfrac{f'}r\right)\right]\chi+\tfrac54\left(f''+\tfrac{2f'}r\right)\chi .$$

The terms without $Y$ cancel: $f''$ has coefficient $-5/4+5/4$, and $f'/r$ has $-15/4+5/4+10/4$. Thus $Qf\chi=-(C_{20}f)Y\chi$, with $C_{20}f=f''-f'/r$.

For the reverse action, $Q$ is Hermitian, so the $\chi$ part of $Q(gY\chi)$ is $-C_{20}^\dagger g$, calculated below. There is no $Y\chi$ part. To see this, write a regular, localised $g$ as $C_{20}f=r(f'/r)'$ by integrating twice. Then $Q(gY\chi)=-Q^2f\chi=-\nabla^4f\,\chi$, which is purely $L=0$.

Under the weight $r^2dr$, integration by parts gives

$$\int r^2qf'\,dr=[r^2qf]-\int r^2\left(q'+\frac{2q}r\right)f\,dr .$$

The boundary term vanishes for regular, localised functions. Define $A=d/dr$ and $B=d/dr+3/r$. Then

$$A^\dagger=-\left(\frac d{dr}+\frac2r\right),\qquad B^\dagger=-\left(\frac d{dr}-\frac1r\right).$$

Multiplying out the products,

$$-B^\dagger Af=f''-\frac{f'}r=C_{20}f,$$
$$-A^\dagger Bg=g''+\frac{3g'}r-\frac{3g}{r^2}+\frac{2g'}r+\frac{6g}{r^2}=g''+\frac{5g'}r+\frac{3g}{r^2}=C_{02}g .$$

Similarly $A^\dagger Af=-(f''+2f'/r)$, and

$$B^\dagger Bg=-\left(g''+\frac{3g'}r-\frac{3g}{r^2}-\frac{g'}r-\frac{3g}{r^2}\right)=-\left(g''+\frac{2g'}r-\frac{6g}{r^2}\right).$$

These are the kinetic operators for $L=0$ and $L=2$. Because $-\mu Q$ contributes $+\mu C_{20}$ and $+\mu C_{02}$, the equations are

$$A^\dagger Af+\mu C_{02}g-\frac2rf=Ef,\qquad \mu C_{20}f+B^\dagger Bg-\frac2rg=Eg .$$

The kinetic expectation value is

$$\|Af\|^2+\|Bg\|^2-2\mu\,\mathrm{Re}\langle Af,Bg\rangle\ge(1-|\mu|)\left(\|Af\|^2+\|Bg\|^2\right),$$

using $2|\langle a,b\rangle|\le\|a\|^2+\|b\|^2$. It is non-negative for $|\mu|<1$. For $|\mu|>1$ one bulk branch turns over and the model has no lower bound.

## The staggered scheme

Put $f_j,g_j$ at $r_j=jh$, $j=1,\dots,N$, with weight $r_j^2h$. Put $Af$ and $Bg$ at $R_k=(k+\frac12)h$, $k=0,\dots,N$, with weight $R_k^2h$. Set $g_0=0$, $f_0=f_1$ and $f_{N+1}=g_{N+1}=0$. Then

$$(Af)_k=\frac{f_{k+1}-f_k}h,$$
$$(Bg)_k=\frac{g_{k+1}-g_k}h+\frac{3(g_{k+1}+g_k)}{2R_k}=\frac{(2k+4)g_{k+1}-(2k-2)g_k}{(2k+1)h}.$$

The discrete adjoints follow by collecting the coefficient of $f_j$ or $g_j$ in the weighted sum over $k$, to which $k=j-1$ and $k=j$ contribute:

$$(A^*q)_j=-\frac{R_j^2q_j-R_{j-1}^2q_{j-1}}{r_j^2h},$$
$$(B^*q)_j=\frac1{r_j^2h}\left[\frac{2j+2}{2j-1}R_{j-1}^2q_{j-1}-\frac{2j-2}{2j+1}R_j^2q_j\right].$$

For $j=1$ the $q_0$ term is absent from $A^*$, because $(Af)_0=0$ identically. Insert $R_j^2=(2j+1)^2h^2/4$ into $-B^*A$ and $-A^*B$:

$$2j^2h^2(C_{20}f)_j=(2j+1)(j-1)(f_{j+1}-f_j)-(2j-1)(j+1)(f_j-f_{j-1}),$$

$$2j^2h^2(C_{02}g)_j=(2j+1)[(j+2)g_{j+1}-(j-1)g_j]-(2j-1)[(j+1)g_j-(j-2)g_{j-1}],$$

where the second bracket of $C_{02}$ is omitted at $j=1$.

The adjoint relation can be read from the integers. After weighting, the entry of $C_{02}$ from node $j+1$ to $j$ is $(2j+1)(j+2)$. The entry of $C_{20}$ from $j$ to $j+1$ is $[2(j+1)-1][(j+1)+1]$, the same number. The other off-diagonal pair is $(2j+1)(j-1)$ both ways. Both diagonals are $2-4j^2$, except for zero at $j=1$. A test with 200 and 400 nodes found the two integer matrices to be exact transposes.

Replacing integrals by weighted sums carries the kinetic inequality over to the grid unchanged.

## Implementation and cost

Use $u_j=r_jf_j$ and $v_j=r_jg_j$, so that the inner product is an ordinary dot product apart from the factor $h$. A matrix entry from node $k$ to $j$ is then multiplied by $j/k$. The $B^*B$ entries follow from $B$ and $B^*$: the diagonal is $[(j+1)^2+(j-1)^2]/(j^2h^2)$, and the neighbour entry is $-(j-1)(j+2)/[j(j+1)h^2]$ after symmetrisation.

```
input h, N, mu
S = symmetric band matrix, order u1,v1,u2,v2,...
for j = 1..N:
  a = 2 + 1/(2j^2);  if j==1: a = 9/4
  S[uj,uj] = a/h^2 - 2/(j h)
  S[vj,vj] = (2 + 2/j^2)/h^2 - 2/(j h)
  S[uj,vj] = mu(1/j^2 - 2)/h^2;  if j==1: 0
  if j < N:
    d = j(j+1)h^2
    S[uj,u(j+1)] = -(j+1/2)^2/d
    S[vj,v(j+1)] = -(j-1)(j+2)/d
    S[uj,v(j+1)] = mu(2j+1)(j+2)/(2d)
    S[u(j+1),vj] = mu(2j+1)(j-1)/(2d)
find lowest eigenpairs of S
normalise: sum(u^2 + v^2) = 1
f = u/(r sqrt(h)); g = v/(r sqrt(h))
```

The largest index separation is three, between $u_j$ and $v_{j+1}$. Storage and one banded factorisation are both $O(N)$. In shift-invert iteration, place the shift below the ground state. The number of negative eigenvalues of the shifted matrix, obtained from a symmetric factorisation, tells whether a level lies below the shift.

The first $L=2$ node needs care. The operator $B$ annihilates the singular function $r^{-3}$. On the grid, the coefficient of $g_1$ in $(Bg)_1$ is zero, so $g_1$ enters the kinetic energy through $(Bg)_0=4g_1/h$ alone. All couplings of $v_1$ to other amplitudes vanish, and it is an isolated level at $4/h^2-2/h$. This is high for small $h$, and the other eigenvectors have $g_1=0$. If the $k=0$ flux is dropped, the isolated level falls to $-2/h$, a false bound state that deepens under refinement.

## What naive differences do

Central differences of the expanded operators have the following coefficients, multiplied by $h^2$:

- $C_{20}$: $1+1/(2j)$, $-2$, $1-1/(2j)$ on nodes $j-1,j,j+1$.
- $C_{02}$: $1-5/(2j)$, $-2+3/j^2$, $1+5/(2j)$.

The same end conditions are used. Let $M=r^2C_{02}^{\rm naive}-(r^2C_{20}^{\rm naive})^T$. Its entries are

$$M_{j,j+1}=j^2+\tfrac52j-(j+1)^2-\tfrac12(j+1)=-\tfrac32,$$
$$M_{j+1,j}=(j+1)^2-\tfrac52(j+1)-j^2+\tfrac12j=-\tfrac32,$$

and $M_{jj}=(-2j^2+3)-(-2j^2)=3$ for $j\ge2$. At $j=1$, $f_0=f_1$ changes the $C_{20}$ diagonal to $-2+3/2=-1/2$, so $M_{11}=1-(-1/2)=3/2$. The naive diagonal blocks are Hermitian: for $L=0$, for example, both weighted neighbour entries are $-j(j+1)$. The fault lies in the coupling.

This $M$ is $3/2$ times a negative second-difference matrix. Summation by parts gives

$$h\,f^TMg=\frac{3h}2\sum_{j=1}^N(f_{j+1}-f_j)(g_{j+1}-g_j)\simeq\frac{3h^2}2\int f'g'\,dr .$$

For $f=e^{-r}$ and $g=r^2e^{-r}$ the integral is $-\int(2r-r^2)e^{-2r}dr=-1/4$, so the defect divided by $h^2$ should approach $-0.375$. The computed values are $-0.3667$ at $h=0.08$ and $-0.3728$ at $h=0.04$.

A small defect on smooth functions is not a small defect of the matrix. In the variables $u,v$ the coupling mismatch is $\mu M_{jk}/(jkh^2)$, concentrated near the origin and growing as $h^{-2}$. At $\mu=0.7234$ the norm of the anti-Hermitian part rises from 111.6 to 446.3 $\mathrm{Ry}^*$ when $h$ is halved from 0.08 to 0.04. The kinetic entries also scale as $h^{-2}$, so refinement does not remove the relative defect.

Nor can another positive diagonal weight repair the matrix. Hermiticity under weights $w_a$ requires $w_aH_{ab}=w_bH_{ba}$, so reciprocal entries must have the same sign. The naive entry from $g_1$ to $f_2$ is $-\mu/(4h^2)$; that from $f_2$ to $g_1$ is $+\mu/(2h^2)$.

Working with $u=rf$ and $v=rg$ before differencing does not help. The operators become $v''+3v'/r$ and $u''-3u'/r+3u/r^2$. Their upper and lower neighbour coefficients still use $1/r$ at different nodes, and differ by $3/[2j(j+1)h^2]$.

The staggered stencils differ from the naive ones, away from the inner end, by

$$\Delta C_{20}=-\frac{\delta^2}{2j^2h^2},\qquad\Delta C_{02}=+\frac{\delta^2}{j^2h^2},$$

where $\delta^2f_j=f_{j+1}-2f_j+f_{j-1}$. For instance, $(2j+1)(j-1)/(2j^2)=1-1/(2j)-1/(2j^2)$. At fixed $r=jh$ these are $O(h^2)$ corrections; at fixed $j$ their matrix entries grow as $h^{-2}$, like those of the operator itself, with a relative size of order $1/j^2$ that refinement does not reduce. For the two functions above at $r=2$, halving $h$ reduced the staggered stencil errors by factors of 3.998 and 3.997.

## An acceptor in CdTe

Rough typical CdTe parameters are $\gamma_1=4.7$, $\gamma_2=1.4$, $\gamma_3=1.9$ and $\epsilon=10$. They give $\mu=(11.4+5.6)/23.5=0.7234$, $\mathrm{Ry}^*=28.95$ meV and $a^*=2.487$ nm. The box is $16a^*$. At large $r$, $f-g$ obeys $-(1+\mu)(f-g)''\simeq E(f-g)$, which gives the slower decay constant $\sqrt{|E|/(1+\mu)}\simeq1.07/a^*$. The tail at the wall is therefore negligible here.

| $h/a^*$ | Staggered $E/\mathrm{Ry}^*$ | Naive $E/\mathrm{Ry}^*$ |
|---|---|---|
| 0.08 | $-1.9455$ | $-1.9632$ |
| 0.04 | $-1.9690$ | $-1.9761$ |
| 0.02 | $-1.9760$ | not computed |
| 0.01 | $-1.9779$ | not computed |

Extrapolation in $h^2$ from the last two staggered values gives $[4(-1.97785)-(-1.97597)]/3=-1.97848$. An independent variational calculation used 18 Gaussians $e^{-\alpha r^2}$ for $f$ and 18 functions $r^2e^{-\alpha r^2}$ for $g$, with $\alpha$ from 0.02 to 5000. It gives $-1.97851$. At $\mu=0$, where the coupling vanishes, the staggered grid at $h=0.01$ gives the hydrogenic value $-1$ within $10^{-3}\,\mathrm{Ry}^*$.

The naive energy is closer to the limit than the staggered energy at both shared spacings. All naive eigenvalues are real, 400 at the coarser spacing and 800 at the finer. Neither a good ground-state energy nor a real spectrum therefore certifies Hermiticity. The defect appears in the eigenvectors: the normalised overlap of the two lowest naive states is $1.8\times10^{-3}$ at $h=0.08$ and $5.4\times10^{-4}$ at $h=0.04$, against less than $10^{-12}$ for the staggered scheme. For real eigenvalues,

$$(E_1-E_0)\langle\psi_0,\psi_1\rangle=\langle\psi_0,H\psi_1\rangle-\langle H\psi_0,\psi_1\rangle,$$

so the overlap times the level spacing is the adjoint defect between these two states.

The observed energy order is 1.88. Near the origin, put $f\simeq f_0+f_1r$ and $g\simeq g_1r$, where the subscripts now label series coefficients. The $1/r$ terms require $-2f_1+8\mu g_1-2f_0=0$ and $-\mu f_1+4g_1=0$, hence $f_1=-f_0/(1-\mu^2)$. The cusp is about 2.1 times steeper than at $\mu=0$ and sharpens as $|\mu|\to1$, so $h$ must resolve $(1-\mu^2)a^*$. The zero-slope inner condition misses this cusp in the first cell, an energy error of order $h^3$. Setting $(Af)_0=sf_1/(1+sh)$ instead, with $f_1$ the first nodal value and $s=-1/(1-\mu^2)$ in units of $1/a^*$, raises the observed order from 1.88 to 1.98 at the same three spacings. The missing flux therefore accounts for most of the shortfall from 2.

The model binding energy is $1.9785\times28.95=57.3$ meV, with a mean radius of 2.05 nm and 24% $L=2$ probability. Shallow acceptors in real CdTe bind by roughly 60 meV, but the closeness does not validate the model, because several of its omissions are large:

- Screening: binding is 2.7 times a rough longitudinal-phonon energy of 21 meV, so the lattice cannot be assumed to follow the hole fully. Using the high-frequency permittivity 7 throughout gives 117 meV, a limiting case that omits the lattice response.
- Central cell: removing dielectric screening inside $r_c=0.28$ nm, with the potential joined continuously at $r_c$ so that it reads $-2\epsilon/r+2(\epsilon-1)/r_c$ inside, gives a first-order shift of 32 meV, but first order fails here. Solving the same potential in full lowers the level by about 1.4 eV, to a collapsed state outside the range of effective-mass theory. Cutting the bare potential $-2\epsilon/r$ abruptly at $r_c$ instead gives 88 meV at first order and about 5 eV in full. None of these numbers estimates the real central-cell shift, which needs an atomistic treatment of the impurity.
- Warping: setting $\mu$ to $2\gamma_2/\gamma_1$ or $2\gamma_3/\gamma_1$ gives 43 to 78 meV. This is a scale, not an error bound; the rank-four cubic term has no first-order expectation value within $F=3/2$.
- Split-off band: binding is 6% of a rough splitting of 900 meV. Adding this channel to the spherical model raises the binding by only about 1.8 meV. In silicon the splitting is comparable to acceptor binding energies, and a split-off channel must be added.

At 300 K the thermal energy is 26 meV, so ionisation cannot be neglected. With effective radius $a_H=a^*\mathrm{Ry}^*/|E|$, the rough criterion $n^{1/3}a_H=0.25$ puts strong impurity overlap near $8\times10^{18}$ cm$^{-3}$. This is an order of magnitude only, since the density varies as the inverse cube of the radius: the tail length of 2.3 nm would give about $1.2\times10^{18}$ cm$^{-3}$. Binding energy $E_b$ divided by charge and mean radius gives a field of 0.28 MV/cm, but the state is lost well below it. The top of the Coulomb barrier falls to the unshifted level at $\pi\epsilon_0\epsilon E_b^2/e^3=0.057$ MV/cm, and tunnelling can empty the state at still lower fields. Solving the four-component model in a uniform field of 0.057 MV/cm by complex scaling gives lifetimes of only about 1.5 and 6 ps for the two pairs of states into which the field splits the level.

## Stability and failure modes

The staggered matrix generates norm-conserving evolution. For the naive matrix, $d\|\psi\|^2/dt=-(i/\hbar)\langle\psi,(H-H^*)\psi\rangle$. Its largest relative rate is twice the anti-Hermitian norm divided by $\hbar$, about $893\,\mathrm{Ry}^*/\hbar$ at $h=0.04$, reached for an unfavourable state concentrated near the origin.

Passing the naive matrix to a symmetric eigensolver hides the fault: if the two channels are stored as separate blocks, a solver that reads one triangle replaces one coupling block by the transpose of the other; in the interleaved order it keeps some entries of each. The choice matters: at $\mu=0.99$ and $h=0.08$, keeping the naive $C_{20}$ and its transpose gives a lowest kinetic eigenvalue of $-4.7\,\mathrm{Ry}^*$, although the continuum kinetic energy is non-negative; keeping the naive $C_{02}$ and its transpose gives a positive one. Averaging the matrix with its adjoint restores Hermiticity, and here its lowest kinetic eigenvalue agrees with the staggered one to the six decimals printed (0.029980 $\mathrm{Ry}^*$ at $h=0.04$). That state fills the box and hardly probes the origin, where the matrices differ. The averaged ground-state energy at $h=0.04$ is $-1.977\,\mathrm{Ry}^*$, closer to the limit than the staggered value, so the case for the staggered scheme does not rest on accuracy at a given spacing. The factorised scheme has the further property that positivity is proved for every $|\mu|<1$ and every $h$.

Further intermediate values are in the numerical output.

## Values computed for the example and the checks

```
Luttinger gamma1, gamma2, gamma3: 4.7, 1.4, 1.9
static relative permittivity: 10.0
spherical coupling mu: 0.72340
effective Rydberg: 28.948 meV
effective Bohr radius: 2.4871 nm
grid h=0.08 a*, nodes per channel: 200
  staggered lowest energy: -1.945481 Ry*
  naive lowest real part: -1.963216 Ry*
  naive complex eigenvalues: 0 of 400
  naive largest imaginary part: 0.000e+00 Ry*
  low-state overlap, staggered: 2.91e-13
  low-state overlap, naive: 1.819e-03
  naive anti-Hermitian norm: 111.5787 Ry*
  smooth adjoint defect / h^2: -0.366682
  lowest kinetic energy, staggered: 0.029831 Ry*
  lowest kinetic energy, averaged naive: 0.029831 Ry*
grid h=0.04 a*, nodes per channel: 400
  staggered lowest energy: -1.969043 Ry*
  naive lowest real part: -1.976068 Ry*
  naive complex eigenvalues: 0 of 800
  naive largest imaginary part: 0.000e+00 Ry*
  low-state overlap, staggered: 5.84e-13
  low-state overlap, naive: 5.430e-04
  naive anti-Hermitian norm: 446.3146 Ry*
  smooth adjoint defect / h^2: -0.372790
  lowest kinetic energy, staggered: 0.029980 Ry*
  lowest kinetic energy, averaged naive: 0.029980 Ry*
stencil error ratios on halving h: 3.998, 3.997
anti-Hermitian norm ratio on halving h: 4.00000
opposite-sign pair product times h^4: -0.12500
largest reduced-function mismatch times h^2: 3.0000
staggered ground energy, h=0.04 a*: -1.9690427 Ry*
staggered ground energy, h=0.02 a*: -1.9759689 Ry*
staggered ground energy, h=0.01 a*: -1.9778514 Ry*
observed energy convergence order: 1.879
h^2-extrapolated energy: -1.978479 Ry*
Gaussian variational energy: -1.978507 Ry*
acceptor binding energy: 57.27 meV
mean hole radius: 2.052 nm
L=2 probability: 0.2395
binding with high-frequency permittivity 7.0: 116.9 meV
binding / LO phonon energy (21.0 meV): 2.73
warping scale, binding range: 43.2 to 77.5 meV
first-order bare-core shift inside 0.28 nm: 31.8 meV
binding / split-off energy (900.0 meV): 0.0636
thermal energy at 300 K: 25.85 meV
impurity-overlap density scale: 7.87e+18 cm^-3
field-ionisation scale: 0.279 MV/cm
```
